# Zone-corner levels of a parabolic band in a triangular moire potential

**Setting.** Two stacked semiconductor layers with slightly different lattices give a carrier a slowly varying potential with a triangular period \(a\). Take one carrier in one isotropic band,

\[
E^{(0)}(\mathbf k)=s\,\frac{\hbar^2k^2}{2m},\qquad m>0,
\]

where \(s=+1\) describes a conduction band and \(s=-1\) a valence band. The wave vector \(\mathbf k\) is measured from the band extremum, and energies are electron energies in both cases. The moire potential contains the first harmonic alone:

\[
U(\mathbf r)=2V\sum_{j=0}^{2}\cos(\mathbf G_j\cdot\mathbf r+\psi),\qquad |\mathbf G_j|=\frac{4\pi}{\sqrt3\,a}.
\]

The three reciprocal vectors \(\mathbf G_j\) lie 120° apart and sum to zero. With the factor 2 written out, \(V>0\) is the modulus of one Fourier component of \(U\). A negative \(V\) is the same as a positive one with \(\psi\) increased by \(\pi\). Spin is left out throughout, and interactions and strain are left out until part (h).

## (a) Which plane waves meet at a zone corner?

**Question.** Find the plane waves of lowest kinetic energy at a corner of the moire Brillouin zone, and the distance in energy to the next ones.

**Solution.** Define three vectors of equal length,

\[
\mathbf q_j=K\left(\cos\frac{2\pi j}{3},\ \sin\frac{2\pi j}{3}\right),\qquad j=0,1,2,
\]

with the index taken modulo 3. They sum to zero. Orient the axes so that \(\mathbf G_j=\mathbf q_{j+1}-\mathbf q_j\). Two vectors \(\mathbf q\) at 120° give

\[
|\mathbf G_j|^2=2K^2-2K^2\cos120^\circ=3K^2,
\qquad K=\frac{|\mathbf G_j|}{\sqrt3}=\frac{4\pi}{3a}.
\]

The potential connects \(\mathbf q_0\) to the waves \(\mathbf q_0+m_1\mathbf G_0+m_2\mathbf G_1\) with integer \(m_1,m_2\). In components, \(\mathbf G_0=K(-\tfrac32,\tfrac{\sqrt3}{2})\) and \(\mathbf G_1=K(0,-\sqrt3)\), so the squared length of such a wave vector, in units of \(K^2\), is

\[
\left(1-\tfrac32m_1\right)^2+3\left(\tfrac12m_1-m_2\right)^2
=1+3\,(m_1^2-m_1m_2+m_2^2-m_1).
\]

This is an integer of the form \(1+3p\). It cannot be negative, so its smallest value is 1. That value requires

\[
\left(m_2-\tfrac12m_1\right)^2=m_1-\tfrac34m_1^2 .
\]

The right side is non-negative only for \(m_1=0\) or 1. The solutions are \((0,0)\), \((1,0)\) and \((1,1)\), which are \(\mathbf q_0\), \(\mathbf q_1\) and \(\mathbf q_2\). Exactly three waves therefore share the lowest kinetic energy

\[
E_K=\frac{\hbar^2K^2}{2m}.
\]

Being equally close to three reciprocal lattice points is what makes this point a zone corner. The next possible squared length is \(4K^2\), so the other waves are at least \(3E_K\) away. The potential is weak at the corner when \(V\ll3E_K\).

## (b) How does the potential couple them?

**Question.** Write the matrix of \(U\) among the three corner waves. Would higher harmonics of the potential change it?

**Solution.** For normalized plane waves, \(\langle\mathbf p'|U|\mathbf p\rangle\) is the Fourier component of \(U\) at \(\mathbf p'-\mathbf p\). Writing each cosine as two exponentials,

\[
U(\mathbf r)=\sum_j\left(Ve^{i\psi}e^{i\mathbf G_j\cdot\mathbf r}+Ve^{-i\psi}e^{-i\mathbf G_j\cdot\mathbf r}\right),
\]

shows that a step \(+\mathbf G_j\) carries \(Ve^{i\psi}\) and a step \(-\mathbf G_j\) carries \(Ve^{-i\psi}\). Since \(\mathbf q_{j+1}-\mathbf q_j=\mathbf G_j\),

\[
M=V\begin{pmatrix}
0&e^{-i\psi}&e^{i\psi}\\
e^{i\psi}&0&e^{-i\psi}\\
e^{-i\psi}&e^{i\psi}&0
\end{pmatrix}.
\]

The upper right element has the phase \(+\psi\) because \(\mathbf q_0-\mathbf q_2=\mathbf G_2\). The diagonal vanishes because \(U\) has zero mean.

Any two corner waves differ by a first-shell vector \(\pm\mathbf G_j\). A harmonic from a higher shell has no component at these vectors and leaves \(M\) unchanged. It can affect the corner levels from second order on, through waves outside the triplet.

## (c) What are the first-order shifts?

**Question.** Find the three corner levels to first order in \(V\).

**Solution.** The three kinetic energies are equal, so the first-order shifts are the eigenvalues of \(M\), not its diagonal elements. Acting on a vector \(v\),

\[
(Mv)_j=Ve^{i\psi}v_{j-1}+Ve^{-i\psi}v_{j+1}.
\]

Each row is the previous one moved by one place, which suggests vectors that gain a constant phase per step:

\[
v^{(n)}_j=\frac{1}{\sqrt3}e^{-2\pi i nj/3},\qquad n=0,1,2.
\]

The phase returns to its starting value after three steps, as the cyclic index requires. Then \(v_{j-1}=e^{2\pi in/3}v_j\) and \(v_{j+1}=e^{-2\pi in/3}v_j\), so

\[
(Mv^{(n)})_j=V\left[e^{i(\psi+2\pi n/3)}+e^{-i(\psi+2\pi n/3)}\right]v^{(n)}_j .
\]

The bracket is twice a cosine. The levels are

\[
\boxed{E_n=sE_K+2V\cos\theta_n+O(V^2/E_K),\qquad \theta_n=\psi+\frac{2\pi n}{3}}
\]

The sign \(s\) enters the kinetic term but not the first-order shift.

The characteristic polynomial gives an independent check. Here \(\operatorname{tr}M=0\), \(\operatorname{tr}M^2=6V^2\) (six elements of modulus \(V\)), and \(\det M=V^3(e^{3i\psi}+e^{-3i\psi})=2V^3\cos3\psi\). The eigenvalues \(\lambda\) therefore satisfy

\[
\lambda^3-3V^2\lambda-2V^3\cos3\psi=0 .
\]

Inserting \(\lambda=2V\cos\theta\) and using \(4\cos^3\theta-3\cos\theta=\cos3\theta\) turns this into \(\cos3\theta=\cos3\psi\), which the three angles \(\theta_n\) satisfy. A change of \(\psi\) by 120° therefore relabels the levels and leaves the set unchanged.

## (d) Where does each state sit?

**Question.** Find the density of state \(n\) and relate its shift to the potential.

**Solution.** Let \(\rho_n=|\sum_jv^{(n)}_je^{i\mathbf q_j\cdot\mathbf r}|^2\), which has mean value 1. The three squared terms add to 1. Each pair \((j+1,j)\) gives \(\tfrac13e^{i(\mathbf G_j\cdot\mathbf r-2\pi n/3)}\) and its complex conjugate, so

\[
\rho_n(\mathbf r)=1+\frac23\sum_j\cos\left(\mathbf G_j\cdot\mathbf r-\frac{2\pi n}{3}\right).
\]

Let \(\mathbf R_n\) be the point in the cell with \(\mathbf G_0\cdot\mathbf R_n=\mathbf G_1\cdot\mathbf R_n=2\pi n/3\). Because the \(\mathbf G_j\) sum to zero, \(\mathbf G_2\cdot\mathbf R_n=-4\pi n/3\), which equals \(2\pi n/3\) up to a multiple of \(2\pi\). All three cosines are then 1 and \(\rho_n(\mathbf R_n)=3\). At the other two points of this kind, \(\rho_n=1+2\cos(\pm120^\circ)=0\).

The first-order shift is the cell average of \(\rho_nU\). The constant in \(\rho_n\) contributes nothing, and products of cosines with different \(\mathbf G_j\) average to zero. Equal \(\mathbf G_j\) give half the cosine of the phase difference:

\[
\overline{\rho_nU}=\frac23\cdot2V\cdot3\cdot\frac12\cos\left(\psi+\frac{2\pi n}{3}\right)=2V\cos\theta_n .
\]

The potential at the density peak is \(U(\mathbf R_n)=6V\cos\theta_n\). Hence

\[
2V\cos\theta_n=\tfrac13U(\mathbf R_n).
\]

The densities of the three states are centred on the three points \(\mathbf R_n\). The factor one third arises because each density is spread around its peak and also samples the rest of the cell.

## (e) When do levels meet, and what happens at the opposite corner?

**Question.** Find the splittings, the phases at which two levels coincide, and the levels at \(-\mathbf K\).

**Solution.** Use \(\cos A-\cos B=2\sin\frac{A+B}{2}\sin\frac{B-A}{2}\) with \(A=\theta_n\) and \(B=\theta_n+2\pi/3\). Since \(\sin60^\circ=\sqrt3/2\),

\[
E_n-E_{n+1}=2\sqrt3\,V\sin\left(\theta_n+\frac{\pi}{3}\right)
\]

to first order. One of these differences vanishes when \(\psi\) is a multiple of 60°. Two cases show the range:

- At \(\psi=0\) the shifts are \(2V,-V,-V\), a single level and a pair.
- At \(\psi=30^\circ\) they are \(\sqrt3V,-\sqrt3V,0\), three equally spaced levels.

The pair survives beyond first order within this one-band model. When \(\psi\) is a multiple of 60°, one point \(\mathbf R_m\) has \(\psi+2\pi m/3\) equal to a multiple of \(\pi\), and \(U\) is even about it. Inversion about \(\mathbf R_m\) combined with complex conjugation then commutes with the Hamiltonian and keeps the crystal momentum. It also commutes with the 120° rotation about \(\mathbf R_m\). That rotation permutes the corner waves cyclically, so its eigenvalues on the triplet are 1 and \(e^{\pm2\pi i/3}\). Because the combined operation includes complex conjugation, it turns a state with one complex eigenvalue into a state with the other, at the same energy. These two states must stay degenerate.

At the opposite corner the waves are \(-\mathbf q_j\), and the step from \(-\mathbf q_j\) to \(-\mathbf q_{j+1}\) is \(-\mathbf G_j\). This replaces \(\psi\) by \(-\psi\) in \(M\). The shifts become

\[
2V\cos\left(-\psi+\frac{2\pi n}{3}\right)=2V\cos\left(\psi-\frac{2\pi n}{3}\right),
\]

the same three values with \(n\) replaced by \(-n\).

## (f) How large is the next correction?

**Question.** Derive the corner levels to second order in \(V\).

**Solution.** The waves \(\mathbf p\) outside the triplet add to \(M\) the matrix

\[
M^{(2)}_{ij}=\sum_{\mathbf p}\frac{\langle\mathbf q_i|U|\mathbf p\rangle\langle\mathbf p|U|\mathbf q_j\rangle}{sE_K-E^{(0)}(\mathbf p)} .
\]

Of the six first-shell steps from \(\mathbf q_0\), two lead to the other corner waves. The remaining four lead to

\[
-2\mathbf q_1,\quad-2\mathbf q_2\quad(\text{length }2K),\qquad
2\mathbf q_0-\mathbf q_1,\quad2\mathbf q_0-\mathbf q_2\quad(\text{length }\sqrt7K).
\]

For example, \(\mathbf q_0-\mathbf G_1=\mathbf q_0+\mathbf q_1-\mathbf q_2=-2\mathbf q_2\). The denominators are \(-3sE_K\) and \(-6sE_K\). Each diagonal element is therefore, with \(1/s=s\),

\[
M^{(2)}_{jj}=-s\frac{V^2}{E_K}\left(\frac23+\frac26\right)=-s\frac{V^2}{E_K}.
\]

An off-diagonal element needs an outer wave that both corner waves reach. The waves \(\mathbf q_0\) and \(\mathbf q_1\) share \(-2\mathbf q_2\). The waves of length \(\sqrt7K\) have the form \(2\mathbf q_i-\mathbf q_j\) with \(i\ne j\); these six vectors are distinct, and each is reached from \(\mathbf q_i\) alone. The two steps of the shared path are

\[
-2\mathbf q_2-\mathbf q_0=\mathbf q_1-\mathbf q_2=-\mathbf G_1,\qquad
\mathbf q_1+2\mathbf q_2=\mathbf q_2-\mathbf q_0=-\mathbf G_2 ,
\]

and each carries \(Ve^{-i\psi}\). Hence

\[
M^{(2)}_{10}=-s\frac{V^2}{3E_K}e^{-2i\psi},
\]

and the threefold symmetry gives the same value for every element \((j+1,j)\). The matrix is still cyclic, so the vectors \(v^{(n)}\) still diagonalize it. As in part (c), the off-diagonal elements contribute twice the real part of \(M^{(2)}_{10}e^{2\pi in/3}\), which contains

\[
\cos\left(2\psi-\frac{2\pi n}{3}\right)=\cos\left(2\psi+\frac{4\pi n}{3}\right)=\cos2\theta_n ,
\]

because the two arguments differ by \(2\pi n\). Altogether

\[
\boxed{E_n=sE_K+2V\cos\theta_n-s\frac{V^2}{E_K}\left[1+\frac23\cos2\theta_n\right]+O(V^3/E_K^2)}
\]

The bracket lies between \(\tfrac13\) and \(\tfrac53\), so the correction always has the sign of \(-s\): the outer waves push the triplet towards the band extremum. When \(\theta_n=90^\circ\) the first-order shift vanishes, and the leading shift is \(-sV^2/(3E_K)\). For that level the first-order formula gives no useful relative accuracy, however weak the potential.

Plane-wave diagonalization confirms both orders. For \(\psi=15^\circ\) and \(40^\circ\) and both signs of \(s\), halving \(V\) from \(0.01E_K\) to \(0.005E_K\) reduces the largest first-order error by factors of 3.99 to 4.01. The largest second-order error falls by factors of 7.98 to 8.02. The expected factors are 4 and 8.

## (g) A valence band in numbers

**Question.** Take \(s=-1\), \(a=5.0\) nm, \(m=0.60\) electron masses, \(V=4.0\) meV and \(\psi=15^\circ\). Find the corner levels, and decide whether their splitting is a gap of the whole band structure.

**Solution.** The corner wave number is \(K=4\pi/(3\times5.0\ \text{nm})=0.838\ \text{nm}^{-1}\), which gives \(E_K=44.6\) meV. The weakness parameter is \(V/(3E_K)=4.0/133.7=0.030\).

The first-order shifts are 8.0 meV times the cosines of 15°, 135° and 255°. For the second-order terms, \(V^2/E_K=16/44.57=0.359\) meV, and the brackets contain the cosines of 30°, 270° and 510°. For \(n=0\) this gives \(0.359\,(1+\tfrac23\times0.866)=0.57\) meV. In meV:

| \(n\) | first order | second-order term | sum | full |
|---|---|---|---|---|
| 0 | 7.73 | 0.57 | 8.29 | 8.28 |
| 1 | −5.66 | 0.36 | −5.30 | −5.28 |
| 2 | −2.07 | 0.15 | −1.92 | −1.91 |

The last column comes from plane-wave diagonalization of the same model. The largest first-order error is 0.55 meV, about 7% of the full shift of that level. The second-order term reduces the largest error to 0.02 meV.

The highest level is \(n=0\), centred where \(U(\mathbf R_0)=23.2\) meV; one third of this is the 7.73 meV in the table. The splitting between the two highest levels is \(7.73+2.07=9.80\) meV to first order and 10.2 meV in full.

This splitting is not the gap between the two highest moire bands. On a \(12\times12\) mesh of the zone, the bottom of the first band is at −36.3 meV, which is the upper corner level \(-44.57+8.28\). The top of the second band is at −37.1 meV, far above the second corner level, \(-44.57-1.91=-46.5\) meV. The gap on this mesh is 0.8 meV.

The midpoint of a zone edge accounts for most of this reduction. There \(k=|\mathbf G_j|/2=\sqrt3K/2\), so the kinetic energy is \(\tfrac34E_K\). Two waves, \(\pm\mathbf G_j/2\), are coupled by an element of modulus \(V\) and split by \(\pm V\). The second band is thus at \(-\tfrac34E_K-V=-37.4\) meV to first order, close to the top found on the mesh. Comparing this point with the corner gives, for a valence band, the first-order condition

\[
V\,(1+2\cos\theta_{\max})>\tfrac14E_K
\]

for the first band at the corner to lie above the second band at the edge midpoint. Here \(\theta_{\max}\) is the angle \(\theta_n\) with the largest cosine. The two sides are 11.7 and 11.1 meV, so the example barely satisfies it. The condition compares two points only and does not guarantee a gap. At \(\psi=60^\circ\), modulo 120°, the two highest levels stay degenerate at the corner and no gap opens at any \(V\). For \(V=7\) meV the two sides are then 14.0 and 11.1 meV, yet the gap is zero, so near these phases the first-order estimate is unreliable. A weak enough potential splits the corner levels, apart from the pair of part (e), but leaves the bands overlapping in energy.

## (h) How far does the model carry over to a real bilayer?

**Question.** Set the example beside a real material and size what the model omits.

**Solution.** The parameters are rough values in the regime of holes in MoTe2 on WSe2. The phase in particular is an assumed value, not a measured one. The assumption that fails most strongly is that of a single carrier. One hole per moire cell is a density of \(4.6\times10^{12}\ \text{cm}^{-2}\). With a rough relative permittivity of 5, the Coulomb energy of two holes one period apart is 58 meV, about 14 times \(V\) and nearly 6 times the upper corner splitting. The levels above apply to a dilute hole and should not be read as the spectrum of a filled moire band.

The other effects are smaller. Each estimate rests on rough inputs:

- **Temperature.** The thermal energy is 0.34 meV at 4 K and 26 meV at 300 K. The corner splitting exceeds the first and is well below the second.
- **Two-band structure.** In a two-band model with a 1 eV gap, nonparabolicity moves all three levels by 1.8 meV together. The corner waves also carry different Bloch functions, which alters their coupling. Diagonalizing this model among the three corner waves, with the same potential assumed on both orbitals, changes individual shifts by up to 0.5 meV. With all plane waves the change is 0.6 meV; it is 0.3 meV if the conduction orbital feels no potential and 1.0 meV if it feels twice the valence one. The levels at the two opposite corners of one valley then also differ, so the equality found in part (e) belongs to the one-band model.
- **Tunnelling to the other layer.** Let three tunnelling amplitudes of 2 meV add in phase, with the other layer's valence band edge 100 meV lower. The distance from the unperturbed corner energy is \(100-44.6=55.4\) meV, which gives \(6^2/55.4=0.65\) meV. The lowest corner level is nearer, at 50.1 meV, so the level change is at most about \(6^2/50.1=0.72\) meV. This is a loose upper bound: a two-layer plane-wave model with these inputs moves the levels by about 0.3 meV.
- **Higher harmonics.** Second- and third-shell components of 0.4 meV, with one assumed choice of phases, change the levels by up to 0.09 meV.
- **Strain.** Stretching one layer by 0.1% along one direction distorts the moire lattice by about \(a/a_0=14\) times as much, for an atomic period \(a_0=0.35\) nm and a moire pattern due to lattice mismatch alone. At the point that moves with this distortion from the original corner, the kinetic energies of the three waves then spread by 1.0 meV. This spread mostly reflects a displaced corner. The distorted zone still has a point where three waves have equal kinetic energy, and with \(V\) and \(\psi\) held fixed the splittings there change by less than 0.01 meV. The gap of part (g) is more sensitive: it falls from 0.78 meV to 0.14 or 0.70 meV, depending on the sign of the distortion.

Several of these energies are comparable with the 0.8 meV gap of part (g), so the model cannot decide whether a real bilayer with these parameters has a gap there. The upper corner splitting of about 10 meV is large compared with each of the listed effects except the Coulomb energy and the thermal energy at room temperature. The lower corner splitting is only 3.4 meV, so it is less secure.

The period controls the validity of the expansion. With \(m\) and \(V\) held fixed, \(E_K\) falls as \(1/a^2\). Doubling the period to 10 nm raises \(V/(3E_K)\) from 0.030 to 0.12 and makes the second-order terms four times larger. For \(n=0\) the second-order term would be 2.3 meV, and the full correction 2.0 meV, beside a first-order shift of 7.7 meV, and the first-order formula would be a rough guide. The main values of the 5 nm example are in the numerical output below.

## Table of computed values

```
moire period a = 5.0 nm
mass m = 0.60 electron masses
V = 4.0 meV, psi = 15.0 deg
corner wave number K = 0.8378 1/nm
corner kinetic energy E_K = 44.57 meV
distance to next waves 3 E_K = 133.7 meV
V/(3 E_K) = 0.0299
n=0: theta = 15 deg
  U(R_n) = 23.182 meV
  first-order shift = 7.727 meV
  second-order term = 0.566 meV
  first + second = 8.294 meV
  full plane-wave shift = 8.277 meV
n=1: theta = 135 deg
  U(R_n) = -16.971 meV
  first-order shift = -5.657 meV
  second-order term = 0.359 meV
  first + second = -5.298 meV
  full plane-wave shift = -5.284 meV
n=2: theta = 255 deg
  U(R_n) = -6.212 meV
  first-order shift = -2.071 meV
  second-order term = 0.152 meV
  first + second = -1.919 meV
  full plane-wave shift = -1.913 meV
top splitting, first order = 9.798 meV
top splitting, full = 10.190 meV
largest error, first order = 0.550 meV
largest error, second order = 0.017 meV
basis-size change = 2.7e-08 meV
error ratios on halving V (min to max):
  after first order: 3.993 to 4.007
  after second order: 7.982 to 8.017
band 1 bottom on 12x12 mesh = -36.289 meV
band 2 top on 12x12 mesh = -37.070 meV
band 1 bottom - band 2 top = 0.780 meV
Neglected effects (rough inputs):
one hole per cell = 4.62e+12 cm^-2
Coulomb e^2/(4 pi eps a), eps_r=5: 57.6 meV
kT at 4 K = 0.345 meV; at 300 K = 25.9 meV
two-band gap = 1000 meV
  common nonparabolic shift = 1.83 meV
  largest change of a shift = 0.53 meV
tunnelling 2 meV, offset 100 meV
  bound on level change = 0.65 meV
higher harmonics of 0.4 meV: change 0.094 meV
strain 0.1 %, atomic period 0.35 nm
  kinetic spread of corner waves = 0.96 meV
```
